\section*{Branching of ferroelastic twins near a rigid interface}

\section{What straight twins get wrong}

A twinned ferroelectric crystal held on a rigid face can be pictured, most simply, as a stack of straight twins. Their width is set by balancing wall energy, which favours wide twins, against the strain where they meet the face, which favours narrow ones. This gives a width and an energy that grow as $L^{1/2}$ with twin length $L$. For the $100\,\mu$m crystal worked out below, on a perfectly rigid face, it gives twins $0.61\,\mu$m wide and an energy of $990$ mJ/m$^2$ of face. A simple trial pattern of twins that refine by branching towards the face costs about $626$ mJ/m$^2$ and is $1.3\,\mu$m wide in the interior; better branched patterns cost less still. For long twins the powers of $L$ change too: the width grows as $L^{2/3}$ and the energy as $L^{1/3}$.

\section{The model and its ferroelectric setting}

Take a tetragonal crystal with $a_1$ and $a_2$ twins, polarized along $[100]$ and $[010]$, on a rigid $(001)$ face matched to their mean lattice. Let $x$ be the distance from the face, $\mathbf n=[110]/\sqrt2$ the direction of $y$, and $\mathbf t=[1\bar10]/\sqrt2$. With $s=c/a-1\ll1$, the two strains differ from their mean by $\pm\frac12\,\mathrm{diag}(s,-s,0)$. In the axes $\mathbf n,\mathbf t$ the only nonzero component is $e_{nt}=\pm s/2$. Adding a small rotation turns this into a simple shear: a displacement $u(x,y)$ along $\mathbf t$ with $u_y=2e_{nt}=\pm s$.

The polarizations are $P_s(\mathbf n\pm\mathbf t)/\sqrt2$, so their jump across a wall lies along $\mathbf t$. A wall that tilts towards $x$ has its normal in the plane of $\mathbf n$ and $\hat{\mathbf x}$, perpendicular to this jump, and carries no bound charge. Branching therefore needs no depolarizing field from the spontaneous polarization.

The crystal fills $0<x<L$ and is free at $x=L$. By mirror symmetry this also describes half of a plate clamped on both faces. Let $\langle\cdot\rangle$ be the average over a period in $y$, $n(x)$ the number of walls per unit $y$, $\mu$ the shear modulus and $\gamma$ the wall energy per area. The energy per area of face is
\begin{equation}
G=\int_0^L\Big[\tfrac12\mu\langle u_x^2\rangle+\gamma\,n(x)\Big]dx,\qquad u_y=\pm s,\quad u(0,y)=0 .
\label{G}
\end{equation}
Four assumptions enter: isotropic linear elasticity, a pattern invariant along $\mathbf t$, walls tilted by small angles, and ``hard wells'', meaning that $u_y$ may not depart from $\pm s$. The period is free.

\section{Scaling fixes the powers}

Set $x=LX$, $y=\Lambda Y$, $u=s\Lambda U$. Then $U_Y=\pm1$. The elastic part of $G$ scales as $\mu s^2\Lambda^2/L$ and the wall part as $\gamma L/\Lambda$. They have equal prefactors if
\begin{equation}
\Lambda=\Big(\frac{\gamma L^2}{\mu s^2}\Big)^{1/3}.
\end{equation}
What remains is $\gamma L/\Lambda$ times a functional free of parameters, so
\begin{equation}
\inf G=C\,\frac{\gamma L}{\Lambda}=C\,(\mu s^2)^{1/3}\gamma^{2/3}L^{1/3}.
\label{law}
\end{equation}
This is a law only if $0<C<\infty$. If $C$ were zero, suitable patterns could make the energy as small as one likes; if $C$ were infinite, no admissible state would have finite energy. Both must be excluded.

\section{Lower bound: no pattern can do better}

\subsection{Coarse twins imply large displacement}

On a slice of fixed $x$, let one period $H$ contain $N=nH$ straight pieces of lengths $d_i$. On a piece of slope $\pm s$, $\int u^2dy$ is least when $u$ vanishes at its midpoint, which gives $s^2d_i^3/12$. By convexity $\sum d_i^3\ge N(H/N)^3=H^3/N^2$. Dividing by $H$,
\begin{equation}
\langle u^2\rangle\ge\frac{s^2}{12\,n^2}.
\label{slice}
\end{equation}

\subsection{Reduction to one dimension}

Let $m(x)=\langle u^2\rangle^{1/2}$. The triangle inequality for this norm gives $|m'|\le\langle u_x^2\rangle^{1/2}$, and (\ref{slice}) gives $n\ge s/(\sqrt{12}\,m)$. With $w=\sqrt{12}\,m/s$, which has the dimension of a twin width,
\begin{equation}
G\ge\int_0^L\Big[A\,w'^2+\frac{\gamma}{w}\Big]dx,\qquad A=\frac{\mu s^2}{24},\quad w(0)=0 .
\label{oned}
\end{equation}

\subsection{Completing the square}

Let $W$ be the largest value of $w$, reached at $x_*$. Split off $\gamma/W$ and apply $a^2+b^2\ge2ab$ to the rest:
\begin{equation}
A w'^2+\frac{\gamma}{w}\ge\frac{\gamma}{W}+2\sqrt{A\gamma}\,|w'|\sqrt{\frac1w-\frac1W}.
\end{equation}
Integrate the first term over the whole length. The second is nonnegative, so it may be integrated from $0$ to $x_*$ alone, where $w$ runs from $0$ to $W$. With $w=W\sin^2\varphi$,
\begin{equation}
\int_0^W\!\sqrt{\frac1w-\frac1W}\,dw=2\sqrt W\int_0^{\pi/2}\!\cos^2\varphi\,d\varphi=\frac{\pi}{2}\sqrt W ,
\end{equation}
and therefore
\begin{equation}
G\ge\frac{\gamma L}{W}+\pi\sqrt{A\gamma W}.
\label{low}
\end{equation}

The right side has the form $\gamma L/W+b\sqrt{\mu s^2\gamma W}$ with $b=\pi/\sqrt{24}$. Setting its derivative to zero gives
\begin{equation}
b\sqrt{\mu s^2\gamma W}=\frac{2\gamma L}{W},\qquad W=\Big(\frac2b\Big)^{2/3}\Lambda ,
\label{Wopt}
\end{equation}
so the minimum is $3\gamma L/W=3(b/2)^{2/3}\gamma L/\Lambda$. Hence
\begin{equation}
C\ge3\Big(\frac{\pi}{2\sqrt{24}}\Big)^{2/3}=1.405 .
\end{equation}
A direct numerical minimization of the integral in (\ref{oned}) over trial profiles that start as $x^{2/3}$ at the face also gives $1.4054$.

\section{Upper bound: a branching cascade}

\subsection{One cell}

A cell of length $\ell$ joins a zigzag of period $p$ to one of period $p/2$ nearer the face. Let $t$ run linearly from $0$ at the coarse end to $1$ at the fine end, and for $0\le y\le p$ take
\begin{equation}
u=s\,\min\Big\{y,\;p-y,\;\tfrac p2(1-t)+\big|y-\tfrac p2\big|\Big\}.
\end{equation}
At $t=0$ this is a single tent; at $t=1$ it is two tents of half the height. All slopes in $y$ are $\pm s$. The third entry is the smallest where $|y-p/2|<pt/4$, a strip of width $pt/2$. There $|u_x|=sp/(2\ell)$; elsewhere $u_x=0$. Since $\int t\,dx=\ell/2$, the elastic energy per area is
\begin{equation}
\frac1p\cdot\frac{\mu}{2}\,\frac{s^2p^2}{4\ell^2}\cdot\frac p2\cdot\frac{\ell}{2}=\frac{\mu s^2p^2}{32\,\ell}.
\end{equation}
Each period holds four walls, at $y=0$, $p/2$ and $p/2\pm pt/4$, which cost $4\gamma\ell/p$.

\subsection{The whole cascade}

Put cells of period $p_i=2^{-i}p_0$ and length $\ell_i$, $i=0,1,2,\dots$, one after another towards the face, behind a straight interior with two walls per period $p_0$. Since $0\le u\le sp_i/2\to0$, the clamping condition is met. Counting the wall energy relative to a fully straight crystal,
\begin{equation}
G=\frac{2\gamma L}{p_0}+\sum_{i\ge0}\Big[\frac{2\gamma}{p_0}\big(2^{i+1}-1\big)\ell_i+\frac{\mu s^2p_0^2\,4^{-i}}{32\,\ell_i}\Big],
\end{equation}
because $4/p_i-2/p_0=(2/p_0)(2^{i+1}-1)$. Each bracket has the form $\alpha\ell+\beta/\ell$, whose minimum $2\sqrt{\alpha\beta}$ lies at $\ell=\sqrt{\beta/\alpha}$:
\begin{equation}
\ell_i=\sqrt{\frac{\mu s^2}{\gamma}}\;\frac{p_0^{3/2}\,2^{-i}}{8\sqrt{2^{i+1}-1}} .
\label{ell}
\end{equation}
With the interior twin width $W=p_0/2$ the energy becomes
\begin{equation}
G=\frac{\gamma L}{W}+\frac{T}{\sqrt2}\sqrt{\mu s^2\gamma W},\qquad T=\sum_{i\ge0}2^{-i}\sqrt{2^{i+1}-1}=4.210 .
\label{up}
\end{equation}
The series converges because its terms fall as $2^{-i/2}$. Equation (\ref{up}) has the same form as the lower bound, now with $b=T/\sqrt2$, so (\ref{Wopt}) gives
\begin{equation}
C\le3\Big(\frac{T}{2\sqrt2}\Big)^{2/3}=3.911,\qquad W=0.767\,\Lambda\propto L^{2/3}.
\end{equation}
The cells fill about a third of $L$, so they fit. Thus $1.40<C<3.92$, and (\ref{law}) holds for the functional (\ref{G}). The value of $C$ itself is not determined here, and this cascade is not the best one. Its cells carry a mean shear $\langle u_x\rangle\neq0$. Subtracting the average of $u$ over $y$ at each $x$ keeps $u_y=\pm s$ and the clamping, and gives $\langle u_x^2\rangle=\frac t2\big(1-\frac t2\big)\big(sp/2\ell\big)^2$, so the cell energy falls to $\mu s^2p^2/(48\,\ell)$. This gives $C\le3.911\,(2/3)^{1/3}=3.42$ and $W=0.878\,\Lambda$. The numbers below are kept for the simpler cascade.

Stretching the cascade in $y$ at fixed $\ell_i$ multiplies its wall energy by $1/\lambda$ and its elastic energy by $\lambda^2$. At the optimum the derivative at $\lambda=1$ vanishes, so the wall energy is twice the elastic energy.

As a test, a 14-generation cascade was minimized numerically over $p_0$ and all lengths independently. It gave $3.888$, slightly below $3.911$ because the remaining generations are missing. Repeating this with $L$ eight times larger gave the exponents $0.333$ for the energy and $0.667$ for the width.

\section{Interior spacing without assuming a pattern}

Consider any state, branched in this way or not, with $G\le C_U\gamma L/\Lambda$, $C_U=3.911$. Let $n_{\rm int}$ be its mean wall density over $L/2<x<L$. The wall energy there obeys $\gamma n_{\rm int}L/2\le G$, so $n_{\rm int}\le2C_U/\Lambda$.

For the opposite bound, choose a slice in this half with $n(x)\le n_{\rm int}$. As $u(0,y)=0$, the Cauchy--Schwarz inequality gives $\langle u(x)^2\rangle\le x\int_0^x\langle u_x^2\rangle dx'$. With (\ref{slice}) and $x\le L$,
\begin{equation}
\frac{\mu s^2}{24\,n_{\rm int}^2L}\le G\le C_U\frac{\gamma L}{\Lambda}
\quad\Longrightarrow\quad n_{\rm int}\ge\frac{1}{\Lambda\sqrt{24\,C_U}} ,
\end{equation}
where $\mu s^2/(\gamma L^2)=\Lambda^{-3}$ was used. The mean interior spacing $1/n_{\rm int}$ therefore lies between $0.128\,\Lambda$ and $9.69\,\Lambda$. The bounds are wide, but both scale as $L^{2/3}$.

\section{When the wells are elastic}

A real crystal can strain away from $u_y=\pm s$, so refinement need not continue to zero width. Here each well is taken as quadratic with modulus $\mu$, even at the face, where $u_y=0$ lies midway between the wells. Let the cascade stop after $N$ generations at period $p_N$, followed by a straight strip of depth $p_N/2$ in which a strain layer brings $u$ to zero at the face. A uniform shift of the crystal costs nothing, so only the zero-mean zigzag has to be cancelled. Its Fourier amplitudes are $b_m=2sp_N/(\pi^2m^2)$ for odd $m$, with wavenumbers $k=2\pi m/p_N$. The cancelling field $v$ is harmonic and vanishes at depth $p_N/2$. Integration by parts turns its energy into a boundary term:
\begin{equation}
\tfrac12\mu\sum_{m\,\rm odd}k\coth\!\Big(\frac{kp_N}{2}\Big)\frac{b_m^2}{2}
=\mu s^2p_N\,\frac{2}{\pi^3}\sum_{m\,\rm odd}\frac{\coth\pi m}{m^3}=c\,\mu s^2p_N ,
\end{equation}
with $c=0.0681$. A finite-difference solution for $v$ gives $0.0682$.

Without branching ($N=0$, twin width $w$) the energy is
\begin{equation}
G=\frac{\gamma L}{w}+2c\,\mu s^2w,\qquad \min_wG=2\sqrt{2c\,\mu s^2\gamma L}\propto L^{1/2},
\end{equation}
which is the straight-twin law of the opening. It grows faster than $L^{1/3}$ and loses for long twins.

With branching, one more generation halves the layer energy, a gain of $c\mu s^2p_N/2$. From the terms of (\ref{up}), its cost at large $N$ is $\sqrt{\mu s^2\gamma p_N/2}$; the strip's own wall energy, of order $\gamma$, is neglected. Refinement pays while
\begin{equation}
p_N>\frac{2\gamma}{c^2\mu s^2}.
\label{stop}
\end{equation}
This stopping period does not contain $L$. Longer twins add generations at the coarse end, while the finest width stays within a fixed factor of two. The energy is then $C_U\gamma L/\Lambda$ minus a roughly constant amount, and the exponent tends to $1/3$ from above.

\section{Worked example: a 100 $\mu$m crystal}

Take $s=0.01$, $\mu=60$ GPa, $\gamma=3$ mJ/m$^2$ and $L=100\,\mu$m. Then $\mu s^2=6$ MJ/m$^3$ and $\gamma/(\mu s^2)=0.5$ nm, so
\begin{equation}
\Lambda=\big(0.5\times10^{-9}\times10^{-8}\big)^{1/3}\,\mathrm m=1.71\,\mu\mathrm m,\qquad
\frac{\gamma L}{\Lambda}=175\ \mathrm{mJ/m^2}.
\end{equation}

\paragraph{Hard wells.} The interior twins are $0.767\times1.71=1.31\,\mu$m wide and the cascade costs $3.911\times175.4=686$ mJ/m$^2$. No hard-well pattern in this class can cost less than about $247$ mJ/m$^2$. The first cells are $23.8$, $6.9$, $2.2$ and $0.8\,\mu$m long. All cells together take up $34\,\mu$m, leaving $66\,\mu$m of straight twins.

\paragraph{Elastic wells.} Condition (\ref{stop}) gives a stopping period of $2\times0.5/0.0681^2\approx216$ nm, hence a finest twin width between about $54$ and $108$ nm. Minimization over $p_0$ and $N$ gives four generations, a finest width of $82$ nm and an energy of $626$ mJ/m$^2$, which is $8.8\%$ below the hard-well cascade. The interior width hardly changes. For twins a million times longer the finest width is $100$ nm, inside the same window.

From $L$ to $10L$ the energy exponent is $0.355$. The constant deficit explains the excess over $1/3$: $686.1\times10^{1/3}-60.4=1418$ mJ/m$^2$, and $\log_{10}(1418/625.7)=0.355$. Between $10^5L$ and $10^6L$, a purely mathematical range, the exponent is $0.334$.

The hard-well cascade beats unbranched twins above $L=11\,\mu$m. This is not the onset of branching, since a cascade closed by strain can cost less than the hard one. The elastic-well energies are those of trial states, hence upper bounds, and the floor of $247$ mJ/m$^2$ does not apply to them. The widths also depend on the trial cell. With the mean shear removed, the hard-well energy is $599$ mJ/m$^2$ and beats unbranched twins above about $5\,\mu$m; elastic wells then give about $560$ mJ/m$^2$, five generations, an interior width of $1.5\,\mu$m and a finest width of $47$ nm.

\section{Comparison with a real crystal}

The parameters are rough values in the regime of barium titanate near room temperature, and one modulus stands for two different shears, $u_x$ and $u_y$. The length suits a bulk crystal, not a thin film. One assumption that is clearly broken is the rigid face. If the substrate is as stiff as the crystal, with all else fixed, each harmonic of the misfit is shared between the two sides and the layer energy is roughly halved. The best cascade then has two generations and costs $567$ mJ/m$^2$, $9.3\%$ less than on the rigid face, with an interior width of $1.29\,\mu$m. Straight twins gain more: their energy varies as the square root of the layer energy and falls to about $700$ mJ/m$^2$. Branching then saves about $19\%$, instead of $37\%$ on the rigid face.

The following neglected effects are smaller for these numbers:
\begin{itemize}
\item The steepest wall has slope $0.11$, which adds $0.6\%$ to its area. In the unlimited hard-well cascade the slopes $p_i/(4\ell_i)$ grow without bound, so the small-tilt assumption fails close to the face; elastic closure stops the cascade before that.
\item A wall thickness of roughly $5$ nm is $6\%$ of the finest twin width.
\item The shear $u_x$ induces polarization along $x$. Half of its energy is piezoelectrically active. Holding the induced electric displacement at zero is an allowed trial state, so with a rough coupling $k_{15}=0.5$ the effective modulus rises by at most the factor $1+\frac12k_{15}^2/(1-k_{15}^2)$. As $G\propto\mu^{1/3}$, the hard-well energy rises by at most $5.3\%$. This bound is sensitive to the coupling: $k_{15}=0.7$ would give $14\%$. Published single-crystal constants of barium titanate give $k_{15}$ between about $0.57$ and $0.7$, so for the real material this effect need not be smaller than that of the substrate.
\item Thermal wandering of a free wall at $300$ K, $[k_BT\ln(L/5\,\mathrm{nm})/(2\pi\gamma)]^{1/2}$ from equipartition over its capillary modes, is $1.5$ nm.
\end{itemize}

The quadratic wells are a cruder approximation. Midway between them they give an energy density $\mu s^2/2=3$ MJ/m$^3$, whereas a wall of $3$ mJ/m$^2$ about $5$ nm thick suggests a barrier below $1$ MJ/m$^3$. The strain layer at the face is then cheaper than assumed, which lowers the energy of straight twins more than that of branched ones. The saving from branching is then smaller than found above and may vanish: as a rough measure, cutting the layer energy to a third leaves a saving of about $9\%$ on the rigid face and none on an equally stiff substrate for this cascade. The layer may also refine by itself into finer twins. The finest widths and the saving from branching given above are therefore values for one trial cascade within the model, not predictions for a real crystal.

Pinning is not sized, and elastic anisotropy only roughly. Anisotropy gives the shears $u_x$ and $u_y$ different moduli. At a fixed product of the two, a larger modulus for $u_x$ hardly changes the energy of straight twins but raises that of branched ones, so branching saves less. Published constants of barium titanate make the modulus for $u_x$ about $2.5$ times that for $u_y$; this raises the branched energy on the rigid face by about $13\%$ and lowers the saving to about $30\%$ there and about $12\%$ on an equally stiff substrate. Where defects hold the walls, the observed width depends on history and need not follow the $2/3$ law, which describes equilibrium. Patterns that also vary along $\mathbf t$ are outside the class treated and might cost less. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
cell elastic energy, grid / formula: 0.9992
walls per period inside a branching cell: 4
smallest slice ratio, 200 random zigzags: 1.0166
lower constant C_low: 1.4054; Ritz value: 1.4054
series T: 4.2101; upper constant C_up: 3.9110
free minimum, 14 generations: 3.8876; closed form: 3.8876
exponent of energy (free minimization): 0.3333
exponent of interior width (free minimization): 0.6667
surface share of energy: 0.6667
interior width / Lam in cascade: 0.7671
bounds on interior spacing / Lam: 0.128 to 9.69
closing layer / (mu s^2 p): series 0.06809, grid 0.06819
same for a deep crystal: 0.06784
input twin shear s: 0.010; shear modulus: 60 GPa
input wall energy: 3.0 mJ/m^2; twin length L: 100 um
mu s^2: 6.00 MJ/m^3; gamma/(mu s^2): 0.500 nm
length Lam: 1.710 um; gamma L/Lam: 175.4 mJ/m^2
hard wells: interior twin width 1.312 um
hard wells: cascade energy 686.1 mJ/m^2
hard wells: rigorous floor 246.6 mJ/m^2
interior spacing bounds: 0.219 to 16.57 um
first four cell lengths: 23.75, 6.86, 2.24, 0.77 um
branched depth: 34.0 um; straight part: 66.0 um
unbranched twins: width 0.606 um, energy 990.2 mJ/m^2
hard cascade beats unbranched twins above L = 11.07 um
elastic wells: 4 generations, energy 625.7 mJ/m^2
elastic wells: interior width 1.305 um, finest width 81.6 nm
energy change from elastic wells: -8.8 %
finest width at one million times L: 100.0 nm
energy exponent L to 10 L: unbranched 0.5000, elastic wells 0.3553
energy exponent 1e5 L to 1e6 L, elastic wells: 0.3338
equally stiff substrate: 2 generations, energy 567.4 mJ/m^2
equally stiff substrate: interior width 1.292 um
energy change, equally stiff against rigid: -9.3 %
largest wall tilt: 0.1072 rad (slope); area excess 0.57 %
input wall thickness: 5 nm; share of finest width 6.1 %
input piezoelectric coupling k15: 0.50; energy rise at most 5.3 %
thermal wandering of a free wall at 300 K: 1.48 nm
\end{verbatim}
